# The Kirkwood correlation factor of water from its static permittivity

## Data and model

Liquid water at 298.15 K and 997 kg/m³ has static relative permittivity $\epsilon_s=78.4$. Its electronic relative permittivity is taken as $\epsilon_\infty=1.77$, and the dipole moment of the free molecule is $\mu=1.85$ D. The molar mass is 18.015 g/mol. SI equations are used throughout.

Consider a macroscopic sphere of the liquid with radius $R$ and volume $V$, containing $N$ molecules, so that $n=N/V$. The electrons are replaced by a continuous background of permittivity $\epsilon_\infty$. In this background each molecule carries a source moment of fixed magnitude $\mu_d$ and variable direction. The liquid outside the sphere is replaced by a continuum of permittivity $\epsilon_s$. Orientations are treated classically. The total source moment is $\mathbf M=\sum_i\boldsymbol\mu_{d,i}$; the polarization that it induces in the background is not part of $\mathbf M$.

## Part (a): the sphere and the distant charges

**Question.** Distant fixed charges produce a uniform field $\mathbf E$ in the medium $\epsilon_s$. Find the field $\mathbf E_c$ inside the sphere when $\mathbf M$ is absent. Then find the energy that couples $\mathbf M$ to the charges.

**Answer.** Take $\mathbf E$ along $z$. With $\mathbf M$ absent, the potential is $-E_c r\cos\theta$ inside and $(-Er+B/r^2)\cos\theta$ outside. Continuity of the potential at $r=R$ gives

$$B=(E-E_c)R^3.$$

Continuity of the normal displacement gives

$$\epsilon_\infty E_c=\epsilon_s\left(E+\frac{2B}{R^3}\right)=\epsilon_s(3E-2E_c).$$

Collecting the terms in $E_c$,

$$E_c=\frac{3\epsilon_s}{2\epsilon_s+\epsilon_\infty}\,E. \tag{1}$$

Now remove the applied field and place a source moment $M$ at the centre. The potentials are

$$\phi_{\rm in}=\frac{\cos\theta}{4\pi\epsilon_0}\left(\frac{M}{\epsilon_\infty r^2}+Cr\right),\qquad
\phi_{\rm out}=\frac{\cos\theta}{4\pi\epsilon_0}\frac{A}{r^2}.$$

The two boundary conditions are

$$\frac{M}{\epsilon_\infty}+CR^3=A,\qquad -2M+\epsilon_\infty CR^3=-2\epsilon_sA.$$

The first gives $\epsilon_\infty CR^3=\epsilon_\infty A-M$. Inserting this in the second,

$$-3M+\epsilon_\infty A=-2\epsilon_sA,\qquad A=\frac{3M}{2\epsilon_s+\epsilon_\infty}. \tag{2}$$

A dipole $M^*$ in a uniform medium $\epsilon_s$ would have $A=M^*/\epsilon_s$. The distant charges therefore see the apparent moment

$$M^*=\epsilon_sA=\frac{3\epsilon_s}{2\epsilon_s+\epsilon_\infty}M.$$

The molecules are spread through the sphere, not gathered at its centre. This does not matter here: the boundary conditions act on each multipole order separately, and the dipolar order of the sources is fixed by their sum $\mathbf M$. Higher orders fall off faster and do not couple to a uniform field.

Bring the charges $q_k$ to their places $\mathbf r_k$ while $\mathbf M$ is held fixed. The part of the work that depends on $\mathbf M$ is

$$\sum_k q_k\frac{\mathbf M^*\cdot\mathbf r_k}{4\pi\epsilon_0\epsilon_s r_k^3}=-\mathbf M^*\cdot\mathbf E=-\mathbf M\cdot\mathbf E_c,$$

because the charges produce $\mathbf E=-\sum_k q_k\mathbf r_k/(4\pi\epsilon_0\epsilon_s r_k^3)$ at the origin. The minus sign favours alignment of $\mathbf M$ with the field.

For the given permittivities the factor in (1) is 1.48326. A numerical solution of the radial boundary problem gives 1.48325 both for the inner field and for $M^*/M$.

## Part (b): correlations and the static permittivity

**Question.** Define $g=\langle M^2\rangle_0/(N\mu_d^2)$, where the subscript denotes zero applied field. Express $g$ through the angles between molecular moments, and relate it to $\epsilon_s$ and $\epsilon_\infty$.

**Answer.** Let $\gamma_{ij}$ be the angle between moments $i$ and $j$. Squaring the sum gives $N$ diagonal terms and the pair terms:

$$g=1+\frac1N\sum_{i\ne j}\langle\cos\gamma_{ij}\rangle_0. \tag{3}$$

Thus $g=1$ when the pair terms sum to zero, $g>1$ when parallel alignment prevails in the sum, and $g<1$ when antiparallel alignment prevails.

Let $W_0$ be the energy of a configuration without applied field. It contains the interactions between molecules and the reaction of the outer continuum to all their source moments, which depends on where these lie and not only on their sum $\mathbf M$. The statistical weight in the field is $\exp[-(W_0-M_zE_c)/kT]$. Differentiating the mean of $M_z$ with respect to $E_c$ at zero field,

$$\left.\frac{d\langle M_z\rangle}{dE_c}\right|_0=\frac{\langle M_z^2\rangle_0-\langle M_z\rangle_0^2}{kT}=\frac{\langle M^2\rangle_0}{3kT}.$$

The last step uses isotropy, which makes $\langle M_z\rangle_0$ vanish and gives the three components equal mean squares. In a weak field, therefore,

$$\langle M_z\rangle=\frac{Ng\mu_d^2}{3kT}E_c. \tag{4}$$

On average, the sphere with its dipoles is liquid of permittivity $\epsilon_s$, like its surroundings. The mean macroscopic field in it is therefore $E$, not $E_c$. Its displacement can be written in two ways,

$$\epsilon_0\epsilon_sE=\epsilon_0\epsilon_\infty E+\frac{\langle M_z\rangle}{V},$$

so $\langle M_z\rangle/V=\epsilon_0(\epsilon_s-\epsilon_\infty)E$. With (4) and (1),

$$\epsilon_0(\epsilon_s-\epsilon_\infty)E=\frac{ng\mu_d^2}{3kT}\,\frac{3\epsilon_s}{2\epsilon_s+\epsilon_\infty}E.$$

Cancelling $E$ and the factors 3, then multiplying by $(2\epsilon_s+\epsilon_\infty)/(\epsilon_0\epsilon_s)$,

$$\frac{(\epsilon_s-\epsilon_\infty)(2\epsilon_s+\epsilon_\infty)}{\epsilon_s}=\frac{ng\mu_d^2}{\epsilon_0kT}. \tag{5}$$

A pair of dipoles with energy $-K\,kT\cos\gamma$ shows how $g$ enters (4). With $c=\cos\gamma$, its normalizing integral is $Z=\int_{-1}^{1}e^{Kc}\,dc=2\sinh K/K$, so

$$g=1+\langle c\rangle=1+\frac{d\ln Z}{dK}=1+\coth K-\frac1K.$$

For $K=1.5$ this is 1.43812. Equation (4) with $N=2$ predicts $2g/3=0.95875$ for the mean of $\cos\theta_1+\cos\theta_2$ per unit of $\mu_dE_c/kT$. Direct angular integration in a weak field gives the same 0.95875.

## Part (c): the moment of the free molecule

**Question.** Model a free molecule as a small sphere of permittivity $\epsilon_\infty$ with the source moment $\mu_d$ at its centre. Relate $\mu_d$ to $\mu$, and rewrite (5) in terms of $\mu$. Check the dilute limit.

**Answer.** Equation (2) applies with vacuum outside, so $\epsilon_s$ is replaced by 1 and $M$ by $\mu_d$. The moment seen in vacuum is $A$ itself:

$$\mu=\frac{3\mu_d}{\epsilon_\infty+2},\qquad \mu_d=\frac{\epsilon_\infty+2}{3}\,\mu. \tag{6}$$

The electronic polarization of the molecular sphere makes the outer moment smaller than the source. In the liquid, the sphere merges with a background of the same permittivity, and the source in that background is $\mu_d$. It is not quite the complete dipole $p$ of the molecular sphere in the liquid, because the polarization of the background is counted separately. Comparing (2) with its form for an empty sphere, $A=3p/(2\epsilon_s+1)$, gives $p=\mu_d(2\epsilon_s+1)/(2\epsilon_s+\epsilon_\infty)$. For water this is 2.31 D, only 0.5% below $\mu_d$.

Inserting $\mu_d^2=(\epsilon_\infty+2)^2\mu^2/9$ in (5) and dividing by $(\epsilon_\infty+2)^2$ gives the Kirkwood–Fröhlich relation

$$\frac{(\epsilon_s-\epsilon_\infty)(2\epsilon_s+\epsilon_\infty)}{\epsilon_s(\epsilon_\infty+2)^2}=g\,y,\qquad y=\frac{n\mu^2}{9\epsilon_0kT}. \tag{7}$$

In a dilute gas both permittivities approach 1 and $g$ approaches 1. The left side becomes $3(\epsilon_s-\epsilon_\infty)/9$, so $\epsilon_s-\epsilon_\infty=3y=n\mu^2/(3\epsilon_0kT)$. This is the orientational response of independent dipoles.

## Part (d): the value for water

**Question.** Evaluate $g$ from the data.

**Answer.** The density and molar mass give $n=3.3328\times10^{28}$ m$^{-3}$. The dipole is $\mu=6.1709\times10^{-30}$ C m, and $kT=4.1164\times10^{-21}$ J. The left side of (7) is

$$\frac{76.63\times158.57}{78.4\times14.2129}=10.905.$$

The dipolar strength is

$$y=\frac{1.2692\times10^{-30}\ {\rm C^2/m}}{3.2803\times10^{-31}\ {\rm C^2/m}}=3.869.$$

Hence

$$g=\frac{10.905}{3.869}=2.818\simeq2.8.$$

By (6) the source moment is $\mu_d=1.2567\times1.85=2.325$ D. The mean square moment of the sphere is about 2.8 times what the same source moments would give without orientational correlation.

The calculation can be run forwards. Inserting this $g$ in the response, with the field factors taken from the numerical boundary solutions, returns $\epsilon_s=78.40$. This checks the assembly of the factors, not the adequacy of the model for water.

## Part (e): the liquid with $g=1$

**Question.** What static permittivity would follow from $g=1$, with the other data unchanged? Show that a polarizable point dipole in an empty cavity leads to the same equation.

**Answer.** Write $s=y(\epsilon_\infty+2)^2=3.869\times14.2129=54.99$. With $g=1$, (7) becomes

$$2\epsilon_s^2-(\epsilon_\infty+s)\epsilon_s-\epsilon_\infty^2=0.$$

The product of the roots is negative, so one root is positive:

$$\epsilon_s=\frac{\epsilon_\infty+s+\sqrt{(\epsilon_\infty+s)^2+8\epsilon_\infty^2}}{4}=\frac{56.76+56.98}{4}\simeq28.4.$$

Within this model, $g=1$ gives a permittivity of about 28, far below 78.4. The condition $g=1$ says only that the cosines in (3) sum to zero; it does not exclude correlations between the moments and the line joining the molecules, which dipolar forces produce.

For the cavity model, let each molecule occupy an empty sphere of radius $a$ with $4\pi a^3n/3=1$. Its polarizability $\alpha$ is fixed by the Clausius–Mossotti relation,

$$x\equiv\frac{\alpha}{4\pi\epsilon_0a^3}=\frac{n\alpha}{3\epsilon_0}=\frac{\epsilon_\infty-1}{\epsilon_\infty+2}.$$

Setting $\epsilon_\infty=1$ in (1) gives the cavity field $GE$ with $G=3\epsilon_s/(2\epsilon_s+1)$. A total dipole $\mathbf p$ in the cavity also feels the reaction field $-C/(4\pi\epsilon_0)$ of part (a). Since $Ca^3=A-p$ and $A=3p/(2\epsilon_s+1)$, this field is

$$\frac{\rho\,\mathbf p}{4\pi\epsilon_0a^3},\qquad \rho=\frac{2(\epsilon_s-1)}{2\epsilon_s+1}.$$

With $\mathbf u$ the direction of the permanent moment, $\mathbf p=\mu\mathbf u+\alpha G\mathbf E+x\rho\,\mathbf p$, or

$$\mathbf p=F(\mu\mathbf u+\alpha G\mathbf E),\qquad F=\frac1{1-x\rho}.$$

The induced moment minimizes the energy, so to first order in the field the energy changes by $-G\mathbf E$ times the zero-field dipole, that is, by $-F\mu G\,\mathbf u\cdot\mathbf E$. Hence $\langle\mathbf u\rangle=F\mu G\mathbf E/(3kT)$. The polarization is $\epsilon_0(\epsilon_s-1)\mathbf E=n\langle\mathbf p\rangle$. Using $n\alpha/\epsilon_0=3x$ and $n\mu^2/(3\epsilon_0kT)=3y$,

$$\epsilon_s-1=3GF(x+yF). \tag{8}$$

To simplify $F$, note that

$$(\epsilon_\infty+2)(2\epsilon_s+1)-2(\epsilon_\infty-1)(\epsilon_s-1)=3(2\epsilon_s+\epsilon_\infty).$$

Therefore

$$F=\frac{(\epsilon_\infty+2)(2\epsilon_s+1)}{3(2\epsilon_s+\epsilon_\infty)},\qquad
GF=\frac{\epsilon_s(\epsilon_\infty+2)}{2\epsilon_s+\epsilon_\infty}.$$

Moving the $x$ term of (8) to the left,

$$\epsilon_s-1-\frac{3\epsilon_s(\epsilon_\infty-1)}{2\epsilon_s+\epsilon_\infty}
=\frac{(\epsilon_s-\epsilon_\infty)(2\epsilon_s+1)}{2\epsilon_s+\epsilon_\infty}.$$

The remaining right side is

$$3GF^2y=\frac{\epsilon_s(\epsilon_\infty+2)^2(2\epsilon_s+1)}{(2\epsilon_s+\epsilon_\infty)^2}\,y.$$

Cancelling $2\epsilon_s+1$ and rearranging gives (7) with $g=1$, the Onsager equation. Solving (8) numerically, without this simplification, gives the same permittivity as the quadratic.

## Part (f): what the number says about neighbours

**Question.** What mean cosine per neighbour would explain $g$ if four neighbours alone contributed? Compare it with an ideal tetrahedral shell in which each neighbour rotates freely about its hydrogen bond.

**Answer.** By (3), the cosines around one molecule sum to $g-1=1.818$. Four equivalent neighbours would each need a mean cosine of $1.818/4\simeq0.45$.

In the ideal shell, each molecule has four tetrahedral arms, two donating and two accepting. Take the donating arms as $(1,1,1)/\sqrt3$ and $(-1,-1,1)/\sqrt3$, and the accepting arms as $(1,-1,-1)/\sqrt3$ and $(-1,1,-1)/\sqrt3$. The dipole bisects the donating arms and points along $z$. Its projection is $+1/\sqrt3$ on a donating arm and $-1/\sqrt3$ on an accepting arm.

Let $\mathbf b$ point from the central molecule to a neighbour. The neighbour's bonding arm points along $-\mathbf b$. If the central molecule donates, its dipole has projection $+1/\sqrt3$ on $\mathbf b$. The neighbour accepts, so its dipole has projection $-1/\sqrt3$ on $-\mathbf b$, which is $+1/\sqrt3$ on $\mathbf b$. If the central molecule accepts, both projections on $\mathbf b$ are $-1/\sqrt3$. Free rotation averages the components perpendicular to $\mathbf b$ to zero, so in either case

$$\langle\cos\gamma\rangle=\frac1{\sqrt3}\frac1{\sqrt3}=\frac13,\qquad g_{\rm shell}=1+\frac43=\frac73\simeq2.33.$$

The ideal shell thus yields an enhancement of the right sign and similar size, but it falls short of 2.8. Hindered rotation, more distant molecules and the approximate treatment of electronic polarization could each contribute to the difference. The permittivity fixes a sum over pairs and cannot separate these possibilities. Nor does the agreement in size prove that the liquid has this structure: an isolated pair of point moments $\mu_d$ held 2.8 Å apart in the background $\epsilon_\infty$ has a mean cosine of 0.33 from the dipolar force alone.

## Part (g): how firm is the result?

**Question.** Find how the inferred $g$ depends on $\epsilon_\infty$ and $\mu$. What changes if the molecules are instead given rigid total moments in a vacuum background?

**Answer.** Take the logarithm of (7) and differentiate at fixed $\epsilon_s$ and $y$:

$$\frac{d\ln g}{d\ln\epsilon_\infty}=\epsilon_\infty\left(-\frac1{\epsilon_s-\epsilon_\infty}+\frac1{2\epsilon_s+\epsilon_\infty}-\frac2{\epsilon_\infty+2}\right)=-0.951.$$

A small relative increase of $\epsilon_\infty$ lowers $g$ by nearly the same fraction. Larger changes need the full formula:

| $\epsilon_\infty$ | $g$ |
|---|---|
| 1.50 | 3.28 |
| 1.77 | 2.82 |
| 2.00 | 2.50 |
| 2.50 | 1.97 |

The ideal-shell value $7/3$ is reached at $\epsilon_\infty=2.14$, and $g=1$ at $\epsilon_\infty=4.27$. The choice 1.77 counts only the electrons as background and assigns the fast librational and vibrational response to orientation; moving that response into the background raises $\epsilon_\infty$ and lowers $g$.

This sensitivity does not come from the left side of (5), as its expansion shows:

$$\frac{(\epsilon_s-\epsilon_\infty)(2\epsilon_s+\epsilon_\infty)}{\epsilon_s}=2\epsilon_s-\epsilon_\infty-\frac{\epsilon_\infty^2}{\epsilon_s}.$$

For water the first term dominates, so (5) fixes the product $g\mu_d^2=15.23$ D² with little dependence on $\epsilon_\infty$. The dependence enters mainly when (6) divides this product into $g$ and a squared moment. If $\mu$ were put in place of $\mu_d$ in (5), the result would be $g=4.45$, larger by the factor $1.2567^2$.

Since $g\propto\mu^{-2}$, a 1% increase of $\mu$ lowers $g$ by about 2%. At fixed permittivities, (7) also gives $g\propto T/n$, so the temperature and density belong to the data.

In the rigid description, set $\epsilon_\infty=1$ in (5) and replace $\mu_d$ by a total moment that includes an average induced part. For chosen moments of 2.6 and 2.9 D, the correlation factors are 2.27 and 1.82. The change of background is not what lowers these values: the complete moment of the present model, 2.31 D, gives 2.86 in the rigid description. They are lower because a larger moment is assumed. The permittivity fixes the product of $g$ and the squared moment, so if the moment in the liquid exceeds what (6) gives, the alignment is weaker than 2.8 implies. A quoted $g$ therefore needs its moment and its electronic background stated with it.

The value 2.8 is thus conditional on $\epsilon_\infty=1.77$, the spherical molecular model and the gas-phase dipole. The derivation also requires a static, weak field. It does not apply when the field changes too fast for the molecules to reorient in equilibrium, or when it is strong enough for the response to become nonlinear.

## Numbers as computed

```
static permittivity eps_s = 78.4
electronic permittivity eps_inf = 1.77
gas-phase dipole = 1.85 D = 6.1709e-30 C m
temperature = 298.15 K
density = 997.0 kg/m^3
molar mass = 18.015 g/mol
number density n = 3.3328e+28 m^-3
thermal energy kT = 4.1164e-21 J
eps_s - eps_inf = 76.63
2 eps_s + eps_inf = 158.57
(eps_inf + 2)^2 = 14.2129
dielectric side = 10.905
n mu^2 = 1.2692e-30 C^2/m
9 eps0 kT = 3.2803e-31 C^2/m
dipolar strength n mu^2/(9 eps0 kT) = 3.869
Kirkwood factor g = 2.818
enhancement (eps_inf + 2)/3 = 1.2567
source moment mu_d = 2.325 D
g mu_d^2 = 15.23 D^2
cavity factor, formula = 1.48326
cavity factor, finite elements = 1.48325
apparent moment / M, finite elements = 1.48325
mu / mu_d, formula = 0.79576
mu / mu_d, finite elements = 0.79575
eps_s from forward calculation = 78.40
pair coupling K = 1.5, pair g = 1.43812
pair response, quadrature = 0.95875
pair response, 2g/3 = 0.95875
eps_s for g = 1, Kirkwood-Froehlich = 28.435
eps_s for g = 1, Onsager cavity model = 28.435
sum of correlation cosines g - 1 = 1.818
mean cosine if only 4 neighbours count = 0.455
tetrahedral shell: mean cosine = 0.3333
tetrahedral shell: g = 2.333
d ln g / d ln eps_inf = -0.951
g at eps_inf = 1.50: 3.276
g at eps_inf = 1.77: 2.818
g at eps_inf = 2.00: 2.500
g at eps_inf = 2.50: 1.968
g if enhancement of mu is omitted = 4.451
g for rigid moment 2.6 D, eps_inf = 1: 2.265
g for rigid moment 2.9 D, eps_inf = 1: 1.821
```
